\section*{Absolute deformation potentials for long acoustic waves in cubic insulators, part 1}

(Sections cited here and not found follow in the second part.)

\section{The result}

Consider a cubic insulator with one atom per cell, cell volume $\Omega$ and dielectric constant $\epsilon_\infty$, and a nondegenerate band extremum $E$ at $\Gamma$, in a mean-field description with a local potential. A long acoustic wave displaces the atom at $\mathbf R$ by $u\,\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$, with $\mathbf q=q\mathbf n$ and unit vectors $\mathbf e,\mathbf n$. It produces the local displacement gradient $\eta_{ab}=\partial_b u_a=iqu\,e_an_b$ and couples the states at $0$ and $\mathbf q$ with the matrix element $g=\langle\psi_{\mathbf q}|\delta V|\psi_0\rangle$. The absolute deformation potential is
\begin{equation}
D(\mathbf e,\mathbf n)\equiv\lim_{q\to0}\frac{g}{iqu}
=D_{\rm bulk}\,(\mathbf e\cdot\mathbf n)+A\,(\mathbf e\cdot\mathbf n)+B\sum_j e_jn_j^3 .
\label{main}
\end{equation}
$D_{\rm bulk}$ is the strain derivative of $E$ in a uniformly strained periodic cell whose average electrostatic potential is set to zero. The last two terms, together $D_{\rm mac}$, are the macroscopic potential of the wave, fixed by the third moments of the charge induced by displacing one atom. $D_{\rm bulk}$ and $A$ each depend on the convention for the average potential; $D_{\rm bulk}+A$ and $B$ do not. When $B\neq0$, $D$ is not a function of the local strain, and no property of the uniformly strained cell can equal it. Hartree atomic units are used, the electron energy is $V=-\phi$, and results are given in eV.

\section{The belief and its appeal}

The belief is that $D$ follows from two band-structure calculations: strain the cell by $\pm\eta$, read $E$, divide the difference by $2\eta$. Three true facts support it. A wave much longer than the cell looks locally like a uniform strain. The procedure gives gap deformation potentials, and other differences between levels of zero band velocity, correctly. And there is a class of crystals for which the missing energy zero can be restored by hand: if the charge is a sum of rigid neutral units carried by the atoms, the average potential scales as $1/\Omega$ and its strain derivative is known. All three facts follow from the derivation below. What fails is the step from a locally uniform strain to a locally determined potential. The Coulomb kernel $4\pi/q^2$ turns a charge of order $q^3u$, which vanishes for uniform strain, into a potential of order $qu$, the same order as the strain.

\section{The average potential of a periodic cell}

The Poisson equation fixes $V(\mathbf K)=-4\pi\rho(\mathbf K)/K^2$ for $\mathbf K\neq0$ and reads $0=0$ at $\mathbf K=0$ in a neutral cell. A value for the average $\bar V$ needs a boundary. Build a slab with normal $z$ from neutral, dipole-free units, one per cell, in a background of constant $\epsilon_\infty$. One layer of units, with area $S$ per unit and planar-averaged charge $\bar\rho(z)$, has $\phi''=-4\pi\bar\rho/\epsilon_\infty$. Neutrality makes $\phi'$ vanish outside the layer and the zero dipole makes $\phi$ equal on both sides, so $\phi=0$ outside with the vacuum as zero. Two integrations by parts then have no boundary terms:
\begin{equation}
\int\phi\,dz=\int\tfrac12z^2\phi''\,dz=-\frac{2\pi}{\epsilon_\infty}\int z^2\bar\rho\,dz=-\frac{2\pi M_{zz}}{\epsilon_\infty S},
\end{equation}
with $M_{zz}=\int z^2\rho_{\rm unit}\,d^3r$. The layers add and their spacing is $\Omega/S$, so
\begin{equation}
\bar V=+\frac{2\pi M_{zz}}{\Omega\epsilon_\infty}.
\label{vbar}
\end{equation}
If the units make up the whole charge of the crystal, there is no background and $\epsilon_\infty$ is replaced by 1 in (\ref{vbar}). The same interior can be cut into different units.

The model used throughout has round parameters and represents no material. The lattice is simple cubic with constant $a$. A nearest-neighbour bond of length $d$ carries a charge $-Z(d)$ at its midpoint and $+Z(d)/2$ on each end ion, with $Z(d)=Z_0[1-\beta(d-a)/a]$. Take point charges for now, a $[100]$ slab, and the strain $d=a(1+\eta)$ along $x$, so that $\Omega=a^2d$. The $y$ and $z$ bonds lie in the atomic planes and add nothing to $M_{xx}$. If the units are whole bonds, the charges $Z/2$ sit at $\pm d/2$ and $M_{xx}=+Zd^2/4$. If the unit is an ion with its six half bond charges, the charges $-Z/2$ sit at $\pm d/2$ and $M_{xx}=-Zd^2/4$. Equation (\ref{vbar}) gives
\begin{equation}
\bar V=\pm\frac{\pi Zd}{2a^2\epsilon_\infty},\qquad
\frac{d\bar V}{d\eta}=\pm\frac{\pi Z_0(1-\beta)}{2a\epsilon_\infty},
\label{slab}
\end{equation}
because $Zd=Z_0a[1+(1-\beta)\eta]$ to first order. For $a=5$ bohr, $Z_0=0.5$, $\beta=2$, $\epsilon_\infty=4$ the averages are $\pm1.069$ eV and the derivatives $\mp1.069$ eV; the equal magnitudes come from $1-\beta=-1$. The two slabs have the same interior and opposite vacuum-referenced derivatives. Both $\bar V$ and its strain derivative belong to the boundary, which a periodic cell does not have, and a vacuum reference brings in the strain response of the surface.

\section{The matrix element at order $q$}

Let $\rho^a(\mathbf r)$ be the first-order charge induced by displacing the atom at the origin along $a$, with Fourier transform $\tilde\rho^a(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\rho^a\,d^3r$. It is taken with the macroscopic field held at zero (short circuit); in an insulator it is then assumed localized, so that $\tilde\rho^a$ is analytic. The wave induces $\sum_{\mathbf R}u_ae^{i\mathbf q\cdot\mathbf R}\rho^a(\mathbf r-\mathbf R)$, with $u_a=ue_a$. The lattice sum selects $\mathbf k=\mathbf q+\mathbf K$, so with an interaction kernel $w(k)$
\begin{equation}
\delta V(\mathbf q+\mathbf K)=u_aF_a(\mathbf q+\mathbf K),\qquad F_a(\mathbf k)=-w(k)\,\tilde\rho^a(\mathbf k)/\Omega .
\end{equation}
With plane-wave coefficients $c_{\mathbf k}(\mathbf G)$,
\begin{equation}
g=\sum_{\mathbf G\mathbf G'}c^*_{\mathbf q}(\mathbf G)\,u_aF_a(\mathbf q+\mathbf G-\mathbf G')\,c_0(\mathbf G').
\label{g}
\end{equation}
For $\mathbf K=\mathbf G-\mathbf G'\neq0$ the kernel is regular and $F_a$ has a Taylor series in $\mathbf q$. For $\mathbf K=0$ it does not.

\subsection{Terms with $\mathbf K\neq0$}

Moving every atom by $\mathbf u$ translates the crystal, so $\sum_{\mathbf R}\rho^a(\mathbf r-\mathbf R)=-\partial_a\rho$. In Fourier form $\tilde\rho^a(\mathbf K)/\Omega=-iK_a\rho(\mathbf K)$ and $F_a(\mathbf K)=-iK_aV(\mathbf K)$. Since $\mathbf p$ is diagonal in plane waves, $[\mathbf u\cdot\mathbf p,H]_{\mathbf G\mathbf G'}=\mathbf u\cdot(\mathbf G-\mathbf G')V(\mathbf G-\mathbf G')$, and the order-$q^0$ perturbation is $-i[\mathbf u\cdot\mathbf p,H]$. Its expectation value in an eigenstate $|c\rangle$ of $H$ vanishes.

Two terms arise at order $q$. The first is the change of the final state. The Hamiltonian at $\mathbf q$ is $H+\mathbf q\cdot\mathbf p+O(q^2)$, so $|\delta c\rangle=(E-H)^{-1}P\,\mathbf q\cdot\mathbf p|c\rangle$ with $P=1-|c\rangle\langle c|$; this needs the level to be nondegenerate. Because $H|c\rangle=E|c\rangle$, $[\mathbf u\cdot\mathbf p,H]|c\rangle=(E-H)\,\mathbf u\cdot\mathbf p|c\rangle$, and the energy denominator cancels:
\begin{equation}
g_1=-i\langle c|\mathbf q\cdot\mathbf p\,P\,\mathbf u\cdot\mathbf p|c\rangle
=-iu_aq_b\big(\langle p_ap_b\rangle-\langle p_a\rangle\langle p_b\rangle\big).
\label{g1}
\end{equation}
At $\Gamma$ inversion gives $\langle\mathbf p\rangle=0$. The second term is the expansion of the potential,
\begin{equation}
g_2=u_aq_b\sum_{\mathbf G\neq\mathbf G'}c^*(\mathbf G)\,\partial_bF_a(\mathbf G-\mathbf G')\,c(\mathbf G').
\end{equation}

Under a uniform strain the atoms move by $\eta_{ab}R_b$. The charge evaluated at the moved point $\mathbf r+\eta\mathbf r$ is periodic on the original lattice, and to first order
\begin{align}
\rho_\eta(\mathbf r+\eta\mathbf r)&=\rho+\eta_{ab}r_b\,\partial_a\rho+\eta_{ab}\sum_{\mathbf R}R_b\,\rho^a(\mathbf r-\mathbf R)\nonumber\\
&=\rho-\eta_{ab}\sum_{\mathbf R}(r-R)_b\,\rho^a(\mathbf r-\mathbf R),
\end{align}
where the translation identity replaced $\partial_a\rho$. A Fourier coefficient with a fixed integer index is unchanged by the linear change of coordinates, and a factor $r_b$ becomes $i\partial/\partial k_b$, so $\delta\rho_{\mathbf K}=-i\eta_{ab}\partial_b\tilde\rho^a/\Omega$. The reciprocal vector changes by $\delta K_b=-\eta_{ab}K_a$ to keep $\mathbf K\cdot\mathbf R$ fixed. From $V_{\mathbf K}=-w\rho_{\mathbf K}$,
\begin{equation}
\delta V_{\mathbf K}=i\eta_{ab}\,w\,\partial_b\tilde\rho^a/\Omega+\eta_{ab}K_a\,\rho_{\mathbf K}\,\partial_bw .
\end{equation}
The product rule and the translation identity give $\partial_bF_a=-w\,\partial_b\tilde\rho^a/\Omega+iK_a\rho_{\mathbf K}\partial_bw$. Multiplying by $-i\eta_{ab}$ reproduces both terms:
\begin{equation}
\delta V_{\mathbf K}=-i\eta_{ab}\,\partial_bF_a(\mathbf K),\qquad\mathbf K\neq0.
\label{strainV}
\end{equation}
The kinetic energy $G^2/2$ changes by $-\eta_{ab}G_aG_b$. The Hellmann--Feynman theorem, with $V_{\mathbf K=0}$ held at zero, gives
\begin{equation}
\delta E_{\rm bulk}=-\eta_{ab}\langle p_ap_b\rangle-i\eta_{ab}\sum_{\mathbf G\neq\mathbf G'}c^*\,\partial_bF_a\,c .
\end{equation}
Setting $\eta_{ab}=iu_aq_b$ turns the first term into $g_1$ and the second, through $-i\cdot i=1$, into $g_2$. No step used completeness of the basis, so the identity holds in a finite plane-wave set of fixed indices. $\delta E_{\rm bulk}$ is a linear form in $\eta$ invariant under the cubic group, and the only invariant second-rank tensor is $\delta_{ab}$, so $\delta E_{\rm bulk}=D_{\rm bulk}\,{\rm tr}\,\eta=iqu\,D_{\rm bulk}(\mathbf e\cdot\mathbf n)$. This is the Bardeen--Shockley deformation-potential theorem for the short-range part. A part of the potential that is not electrostatic, such as a local or semilocal exchange-correlation potential, has a localized response $v^a(\mathbf r)$, so its $F_a=\tilde v^a/\Omega$ is analytic at $\mathbf K=0$ as well. The change of coordinates above, applied to that potential itself, gives (\ref{strainV}) for it at every $\mathbf K$ including zero. Its cell average therefore stays in $D_{\rm bulk}$, and only the electrostatic average is set to zero. For a state with velocity $\mathbf v=\langle\mathbf p\rangle\neq0$ the last term of (\ref{g1}) adds $(\mathbf e\cdot\mathbf v)(\mathbf n\cdot\mathbf v)$ to $D$, the bulk derivative being taken at fixed reduced wavevector, that is at fixed $\mathbf k\cdot\mathbf R$.

\subsection{The term with $\mathbf K=0$}

Its weight in (\ref{g}) is $\sum c^*_{\mathbf q}c_0=1+O(q^2)$, since $\langle\delta c|c\rangle=0$. Expanding $e^{-i\mathbf q\cdot\mathbf r}$ with $(-i)^2/2=-1/2$ and $(-i)^3/6=i/6$,
\begin{equation}
\tilde\rho^a(\mathbf q)=\int\!\rho^a-iq_bZ^*_{a,b}-\tfrac12q_bq_cQ_{a,bc}+\tfrac i6q_bq_cq_dO_{a,bcd}+\dots,
\end{equation}
where $Z^*$, $Q$, $O$ are the first, second and third moments of $\rho^a$. Inversion through the atom reverses the displacement, so $\rho^a(-\mathbf r)=-\rho^a(\mathbf r)$, and the monopole and $Q$ vanish. A rigid translation of a neutral insulator creates no polarization, so $Z^*=0$ for one atom per cell. The octupole is the leading term.

Releasing the short-circuit condition lets the field $-i\mathbf q\phi$ polarize the crystal. With $\mathbf P=\chi\mathbf E$ the induced charge is $-i\mathbf q\cdot\mathbf P=-\chi q^2\phi$, so $q^2\phi=4\pi(\delta\rho-\chi q^2\phi)$ and $\phi=4\pi\delta\rho/(q^2\epsilon_\infty)$ with $\epsilon_\infty=1+4\pi\chi$. This field is of order $q^2u$, so the microscopic potentials it induces do not alter the $\mathbf K\neq0$ terms at order $qu$. Then
\begin{equation}
\delta V(\mathbf q)=-\frac{4\pi}{q^2\epsilon_\infty\Omega}\,\frac{i}{6}q^3u\,O_{a,bcd}e_an_bn_cn_d ,\qquad
D_{\rm mac}=-\frac{2\pi}{3\Omega\epsilon_\infty}O_{a,bcd}e_an_bn_cn_d .
\end{equation}
The mirror planes kill every component in which a Cartesian index occurs an odd number of times, and the fourfold axes leave $O_1=O_{x,xxx}$ and $O_2=O_{x,xyy}=O_{x,xzz}$, the latter in three orderings of $bcd$. For $a=x$ the contraction is $O_1n_x^3+3O_2n_x(n_y^2+n_z^2)=3O_2n_x+(O_1-3O_2)n_x^3$, using $n^2=1$. Summing over $a$ gives (\ref{main}) with
\begin{equation}
A=-\frac{2\pi O_2}{\Omega\epsilon_\infty},\qquad B=-\frac{2\pi(O_1-3O_2)}{3\Omega\epsilon_\infty}.
\label{AB}
\end{equation}

The uniformly strained cell thus supplies the short-range part of $D$, while the macroscopic part, $A$ and $B$, comes from the octupole of the charge induced by displacing one atom. It remains to see what the bulk cell can still give, to find routes that need no energy zero, to test the result on the model, and to ask where its form changes.
